# Mirror Parity and the Monolayer and Bilayer Sectors of ABA Trilayer Graphene

## Result

**Theorem.** Consider ABA trilayer graphene with layers 1, 2, 3 and sublattices A, B, under these assumptions:

1. Each site carries one $p_z$ orbital, the orbitals are orthonormal, and spin-orbit coupling is absent.
2. Layer 3 lies directly above layer 1, layer 2 is midway between them, and the one-electron Hamiltonian is unchanged by reflection in the plane of layer 2. In particular, layers 1 and 3 are at equal potential.

Then at every wave vector $\mathbf k$ the $6\times6$ Bloch Hamiltonian splits into a $2\times2$ block, odd under exchange of the outer layers, and a $4\times4$ block, even under it. In the even block every hopping between adjacent layers is multiplied by $\sqrt2$.

If, in addition, the only hoppings are $\gamma_0$ between in-plane neighbours and $\gamma_1$ between vertically adjacent sites, and all site energies are equal, the odd block is a graphene monolayer. The even block is an AB bilayer with $\gamma_1$ replaced by $g=\sqrt2\,\gamma_1$. With $p(\mathbf k)$ the positive monolayer energy, the bands are

$$E=\pm p,\qquad E=\pm\left[\sqrt{\frac{g^2}{4}+p^2}\pm\frac g2\right],$$

where the two signs in the second expression are independent.

The algebra uses atomic units; energies are quoted in eV and lengths in angstrom.

## The layer form of the Hamiltonian

Let $|X_l\rangle$ be the Bloch sum of orbitals on sublattice $X$ of layer $l$, with phases fixed by the in-plane positions. Sites $X_1$ and $X_3$ have the same in-plane positions, so their Bloch sums have the same phases.

**Lemma 1.** In $2\times2$ blocks ordered by layer,

$$H=\begin{pmatrix}h&T&W\\T^\dagger&h_2&T^\dagger\\W&T&h\end{pmatrix},\qquad W=W^\dagger .$$

*Proof.* Let $M$ be the reflection $z\to-z$ about layer 2. It exchanges the outer layers, and it reverses the sign of each $p_z$ orbital:

$$M|X_1\rangle=-|X_3\rangle,\quad M|X_3\rangle=-|X_1\rangle,\quad M|X_2\rangle=-|X_2\rangle .$$

Since $H$ is invariant under $M$, a matrix element is unchanged when both its states are reflected. The two minus signs cancel, which gives

$$H_{11}=H_{33},\qquad H_{12}=H_{32},\qquad H_{13}=H_{31}.$$

Call these blocks $h$, $T$ and $W$. Hermiticity requires $H_{31}=H_{13}^\dagger$, so $W=W^\dagger$. It also gives $H_{21}=H_{23}=T^\dagger$. ∎

Let $P$ exchange layers 1 and 3 without the orbital sign. Then $M=-P$, and $H$ commutes with both. "Odd" and "even" below refer to $P$. Under the true reflection $M$ the labels are reversed: the monolayer-like sector, odd under $P$, is even under $M$. The choice of label changes no energy.

## The two blocks

**Lemma 2.** For $X=A,B$ define

$$|X_\pm\rangle=\frac{|X_1\rangle\pm|X_3\rangle}{\sqrt2}.$$

In the bases $(A_-,B_-)$ and $(A_+,B_+,A_2,B_2)$ the blocks are

$$H_-=h-W,\qquad H_+=\begin{pmatrix}h+W&\sqrt2\,T\\\sqrt2\,T^\dagger&h_2\end{pmatrix},$$

and no matrix element connects them.

*Proof.* Each factor $1/\sqrt2$ comes from one normalised combination. Between outer-layer combinations,

$$\langle -|H|-\rangle=\tfrac12(h-W-W+h)=h-W,$$
$$\langle +|H|+\rangle=\tfrac12(h+W+W+h)=h+W,$$
$$\langle -|H|+\rangle=\tfrac12(h+W-W-h)=0,$$

where sublattice indices are understood. With layer 2,

$$\langle -|H|2\rangle=\frac{T-T}{\sqrt2}=0,\qquad \langle +|H|2\rangle=\frac{T+T}{\sqrt2}=\sqrt2\,T .$$

Layer 2 is even under $P$, so it belongs to the even block. ∎

This proves the general part of the theorem. The factor $\sqrt2$ is an interference effect. The middle layer receives two equal amplitudes, and the normalisation divides their sum by $\sqrt2$. In the odd combination the same two amplitudes cancel. No individual bond has become stronger.

## The minimal bands

Let $\boldsymbol\delta_j$ be the three vectors from an A site to its B neighbours, and set

$$f(\mathbf k)=\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j},\qquad \phi=-\gamma_0f,\qquad p=|\phi|.$$

In ABA stacking A2 lies above B1 and below B3. With the minimal hoppings,

$$h=h_2=\begin{pmatrix}0&\phi\\\phi^*&0\end{pmatrix},\qquad T=\begin{pmatrix}0&0\\\gamma_1&0\end{pmatrix},\qquad W=0 .$$

The odd block is $h$ itself. Its characteristic equation is $E^2=|\phi|^2$, so $E=\pm p$.

**Lemma 3.** The even block has the four energies stated in the theorem. For $p>0$ and $\gamma_1>0$ each of its eigenstates has half its weight on layer 2.

*Proof.* Write the amplitudes as $a_+,b_+,a_2,b_2$. The eigenvalue equations are

$$Ea_+=\phi b_+,\qquad Eb_+=\phi^*a_++ga_2,$$
$$Ea_2=gb_++\phi b_2,\qquad Eb_2=\phi^*a_2 .$$

Put $\phi=pe^{i\chi}$, $a_+=e^{i\chi}\alpha$ and $b_2=e^{-i\chi}\beta$. The phases cancel:

$$E\alpha=pb_+,\quad Eb_+=p\alpha+ga_2,\quad Ea_2=gb_++p\beta,\quad E\beta=pa_2 .$$

This is a four-site chain with couplings $p,g,p$. It is unchanged by reversal, $\alpha\leftrightarrow\beta$ and $b_+\leftrightarrow a_2$. Its eigenstates can therefore be chosen with $\beta=s\alpha$ and $a_2=sb_+$, where $s=\pm1$. Two equations remain:

$$E\alpha=pb_+,\qquad Eb_+=p\alpha+sgb_+ .$$

Multiplying the second by $E$ and using the first gives $E^2b_+=p^2b_++sgEb_+$. For $p>0$, $b_+$ cannot vanish, because the second equation would then make $\alpha$ vanish too. Hence

$$E^2-sgE-p^2=0,\qquad E=\frac{sg}2\pm\sqrt{\frac{g^2}4+p^2}.$$

The two values of $s$ give the four stated energies. For $p>0$ and $g>0$ the root $R=\sqrt{g^2/4+p^2}$ exceeds $g/2$, so $-R-g/2<-R+g/2<0<R-g/2<R+g/2$ and the four are distinct. Every eigenstate thus has a definite $s$, and $|a_2|^2+|b_2|^2=|b_+|^2+|a_+|^2=1/2$. The energies at $p=0$ follow by continuity. ∎

An AB bilayer has the same chain with $\gamma_1$ in place of $g$, which completes the proof of the theorem. The weight statement does need both conditions. At $\gamma_1=0$ the layers are separate, and an eigenstate may lie on one of them alone. At $p=0$ the states $A_+$ and $B_2$ are degenerate at zero energy, and either may be taken alone.

## Limits near the zone corner

Take $\mathbf K=(4\pi/3a,0)$, with $a$ the lattice constant, and

$$\boldsymbol\delta_1=\left(0,\tfrac a{\sqrt3}\right),\qquad \boldsymbol\delta_{2,3}=\left(\pm\tfrac a2,-\tfrac a{2\sqrt3}\right).$$

The phases $e^{i\mathbf K\cdot\boldsymbol\delta_j}$ are $1,e^{2\pi i/3},e^{-2\pi i/3}$, and their sum is zero. To first order in $\mathbf q=\mathbf k-\mathbf K$,

$$f\simeq i\sum_je^{i\mathbf K\cdot\boldsymbol\delta_j}\,\mathbf q\cdot\boldsymbol\delta_j=-\frac{\sqrt3a}2(q_x-iq_y).$$

Therefore $p\simeq vq$ with $v=\sqrt3a\gamma_0/2$.

**Small momentum, $vq\ll g$.** Rationalising the lower positive even band gives

$$E=\sqrt{\frac{g^2}4+p^2}-\frac g2=\frac{p^2}{\sqrt{g^2/4+p^2}+g/2}\simeq\frac{v^2q^2}{g}.$$

Comparison with $q^2/(2m)$ yields

$$m=\frac g{2v^2}=\frac{\gamma_1}{\sqrt2\,v^2}.$$

At fixed $v$ and $\gamma_1$ this is $\sqrt2$ times the AB bilayer mass $\gamma_1/(2v^2)$. The other two even bands start at $\pm g$.

**Large monolayer energy, $g\ll p$.** The square root tends to $p$, so the positive even bands approach $p\pm g/2$. They regain the monolayer slope but keep an energy offset. This limit does not need the linear form of $f$. For the parameters used below, $p$ already departs visibly from $vq$ when it is several times $g$. If $\gamma_1=0$, all six energies reduce to three copies of $\pm p$, as three separate layers require.

## Filling the two sectors

**Proposition.** Let $n$ be the electron density added to the neutral minimal model at zero temperature. With $p=vq$ and $0<E_F<g$,

$$n_-=\frac{E_F^2}{\pi v^2},\qquad n_+=\frac{E_F(E_F+g)}{\pi v^2},$$
$$E_F=\frac{-g+\sqrt{g^2+8\pi v^2n}}4 .$$

*Proof.* Two spins and two valleys give a circular Fermi line of radius $k$ the density $4\pi k^2/(2\pi)^2=k^2/\pi$. In the odd sector $k=E_F/v$. In the even sector $(E_F+g/2)^2=g^2/4+v^2k^2$, so $v^2k^2=E_F(E_F+g)$. The upper even band is empty because $E_F<g$. Adding the densities gives $2E_F^2+gE_F-\pi v^2n=0$, whose positive root is the one stated. ∎

The odd share of the density is $E_F/(2E_F+g)$. It is small when $E_F\ll g$, because the linear band then has far fewer states than the nearly parabolic one.

## A dual-gated channel

Take $a=2.46$ angstrom, layer spacing $d=3.35$ angstrom, $\gamma_0=3.0$ eV and $\gamma_1=0.40$ eV. These are rough typical values for graphene stacks. Then

$$g=\sqrt2\times0.40=0.566\ \text{eV},\qquad v=\frac{\sqrt3}{2}\times2.46\times3.0=6.39\ \text{eV angstrom}.$$

The velocity converts to $9.7\times10^5$ m/s. The even-sector mass is $0.053\,m_e$, against $0.037\,m_e$ for the AB bilayer with the same parameters.

At $q=0.030$ per angstrom, $vq=0.192$ eV. The lower positive even band is

$$\sqrt{0.283^2+0.192^2}-0.283=0.059\ \text{eV}.$$

The lattice value along $q_x$ is 0.058 eV. The closed band formula holds on the lattice too, so the difference comes from replacing $p$ by $vq$.

Let two equal gates induce $n=3\times10^{12}$ cm$^{-2}$, or $3\times10^{-4}$ per square angstrom. Then $\pi v^2n=0.0385$ eV$^2$, and

$$E_F=\frac{-0.566+\sqrt{0.320+0.308}}4=0.057\ \text{eV}.$$

The odd sector holds $2.5\times10^{11}$ cm$^{-2}$, about 8% of the total, and the even sector holds $2.75\times10^{12}$ cm$^{-2}$. Keeping only the parabolic term at this Fermi energy would give $n_+=gE_F/(\pi v^2)$. That is low by $E_F/(E_F+g)$, or 9% of the even density.

## Remarks on validity

**Remark 1: further hoppings.** Include hoppings between adjacent layers at oblique angles, with matrix element $-\gamma_3$ between unlike and $+\gamma_4$ between like sublattices, beside the in-plane element $-\gamma_0$. Include also outer-to-outer hoppings $\gamma_2/2$ on A and $\gamma_5/2$ on B, and an energy $\delta$ on the vertically bonded sites A2, B1, B3. Lemma 2 still applies, so $\gamma_3$ and $\gamma_4$ also acquire $\sqrt2$ in the even block. The odd block becomes

$$H_-=\begin{pmatrix}-\gamma_2/2&\phi\\\phi^*&\delta-\gamma_5/2\end{pmatrix}.$$

It is then monolayer-like, with unequal site energies. For the rough values $\gamma_2=-0.02$, $\gamma_3=0.30$, $\gamma_4=0.10$, $\gamma_5=0.04$ and $\delta=0.04$ eV, its levels at $\mathbf K$ are 0.01 and 0.02 eV.

The split was tested with these values at 200 random wave vectors. The spectrum of a trilayer built from atomic positions was compared with the joint spectrum of a separate monolayer and bilayer, given the site shifts and $\sqrt2$ factors of Lemma 2. The largest difference was about $10^{-14}$ eV.

The filling is less robust than the symmetry. At the same density the Fermi energy becomes 0.064 eV, measured from the energy of the sites without vertical bonds, and the odd density falls to $1.8\times10^{11}$ cm$^{-2}$, a reduction of 27%. This figure belongs to these parameters and signs. It does not change with the sign of $\gamma_3$, but with $\gamma_4=0$ the reduction is 41%, and with the sign of $\gamma_4$ reversed it is 54%.

**Remark 2: charge on the middle layer.** A potential on layer 2 alone preserves $P$, but it moves the even sector relative to the odd one. By Lemma 3, layer 2 carries half the added even density, $n_2=1.4\times10^{12}$ cm$^{-2}$. With equal gates and equal outer charges, the field between layers comes from this middle sheet. It raises the electron energy there by $2\pi n_2d$ in atomic units, which is 0.042 eV.

Inserting this shift at fixed $n$ raises $E_F$ to 0.076 eV and the odd density to $4.5\times10^{11}$ cm$^{-2}$. The direction follows from the blocks: the shift raises even levels and leaves odd ones alone, so electrons transfer to the odd sector. The estimate is unscreened. It omits the charge redistribution that the shift itself causes, which moves electrons off layer 2 and opposes the shift. Both the shift and the rise in odd density are therefore overestimates. Making the same charged-sheet model self-consistent, with the filled valence bands included, roughly halves the shift to 0.022 eV and gives $E_F=0.066$ eV and an odd density of $3.4\times10^{11}$ cm$^{-2}$.

**Remark 3: unequal outer potentials.** Put $+u$ on layer 1 and $-u$ on layer 3. This perturbation $U$ acts as

$$U|X_-\rangle=\frac{u|X_1\rangle+u|X_3\rangle}{\sqrt2}=u|X_+\rangle,\qquad U|X_+\rangle=u|X_-\rangle,\qquad U|X_2\rangle=0.$$

It couples the sectors with strength $u$, and the theorem no longer applies. If the gates induce densities $n_t$ and $n_b$, the unscreened magnitude is $u=2\pi|n_t-n_b|d$. A difference of 5% of $n$ gives 0.0045 eV.

At the odd Fermi line the nearest even levels are $\pm\varepsilon$, with $\varepsilon\simeq E_F^2/g=0.0057$ eV. For $E_F\ll g$ each has about half its weight on $A_+$, and the odd state has half its weight on $A_-$. The squared coupling to each level is thus about $u^2/4$. Second-order perturbation theory gives the lost weight

$$\frac{u^2}4\left[\frac1{(E_F-\varepsilon)^2}+\frac1{(E_F+\varepsilon)^2}\right]\simeq0.3\%.$$

Diagonalisation also gives 0.3%. Here the lost weight is one minus the largest squared overlap of the original odd state with a single new eigenstate, taken at its largest along the Fermi line.

With a single gate the unscreened mean field is 2.7 MV/cm and $u=0.091$ eV, larger than $E_F$. With this value the lost weight is 43%, and the eigenstate closest to the original one is only 63% odd, so parity is a poor label for it. Charge redistribution between the layers screens the field, so both $u$ and the loss are smaller than this estimate. In the self-consistent charged-sheet version of the minimal model $u$ falls to 0.036 eV, the lost weight is 17%, and the state remains 84% odd.

**Remark 4: stacking.** In ABC stacking the vertical bonds are B1–A2 and B2–A3. Layer 2 is bonded through A to one outer layer and through B to the other, so $H_{12}\ne H_{32}$ and $P$ is not a symmetry. At $q=0.030$ per angstrom along $q_x$, the minimal ABC energies differ from the ABA ones by up to 0.19 eV.

**Remark 5: comparison with real channels.** The velocity used here is close to the familiar rough graphene value of $10^6$ m/s, and the density is within the usual range of electrostatic gating. The zero-temperature filling is a poorer assumption at room temperature. At 300 K the thermal energy is 0.026 eV, nearly half of $E_F$. At fixed density the chemical potential of the minimal linearised model is 0.052 eV instead of 0.057 eV.

A singly gated device breaks the mirror assumption, strongly on the unscreened estimate of Remark 3 and moderately once screening is included. A dual-gated one approaches it when its gates and surroundings are matched. Even then, Remarks 1 and 2 each change the odd density by tens of per cent, in opposite directions, and their net effect depends on the parameters and the screening. So the sector densities are estimates, while the parity split rests on symmetry alone. The remaining digits are in the numerical output.

## Computed results

```
lattice constant, layer spacing: 2.46, 3.35 angstrom
gamma0, gamma1: 3.00, 0.40 eV
enhanced coupling sqrt(2)*gamma1: 0.5657 eV
largest parity leakage, all hoppings: 3.6e-16 eV
trilayer minus separate spectra, all hoppings: 1.1e-14 eV
closed minimal bands, largest error: 7.1e-15 eV
ABC control, largest commutator element: 0.400 eV
ABC control, largest band difference: 0.1878 eV
energies at K: -0.5657 0.0000 0.0000 0.0000 0.0000 0.5657 eV
velocity: 6.3913 eV angstrom
velocity converted: 9.710e+05 m/s
trilayer even mass, formula: 0.05276 m_e
trilayer even mass, lattice: 0.05277 m_e
AB bilayer mass, formula: 0.03731 m_e
lattice mass ratio: 1.41403
sample distance from K: 0.030 1/angstrom
sample lattice bands: -0.6234 -0.1897 -0.0577 0.0577 0.1897 0.6234 eV
sample continuum bands: -0.6245 -0.1917 -0.0589 0.0589 0.1917 0.6245 eV
electron density: 3.00e+12 cm^-2
Fermi energy, continuum: 0.05669 eV
Fermi energy, lattice: 0.05666 eV
odd, even Fermi wave vectors: 0.00887, 0.02939 1/angstrom
odd, even densities: 2.505e+11, 2.750e+12 cm^-2
odd share of density: 8.35 percent
parabolic even density, shortfall: 9.11 percent
extended g2, g3, g4, g5, delta: -0.02 0.30 0.10 0.04 0.04 eV
extended model Fermi energy: 0.06382 eV
extended odd, even densities: 1.838e+11, 2.816e+12 cm^-2
thermal energy at 300 K: 0.02585 eV
chemical potential at 300 K: 0.05196 eV
added density on middle layer: 1.375e+12 cm^-2
unscreened middle-layer shift: 0.04167 eV
Fermi energy with that shift: 0.07627 eV
shifted odd, even densities: 4.534e+11, 2.547e+12 cm^-2
single-gate mean field, unscreened: 2.714 MV/cm
outer potential u, single gate: 0.09093 eV
outer potential u, 5 percent mismatch: 0.00455 eV
odd-state weight lost, mismatch: 0.347 percent
odd-state weight lost, single gate: 43.22 percent
```
